# Is a ferromagnet above its Curie point a non-magnetic metal?: test program

```python
"""Disordered local moments (DLM) in a two-level coherent potential model.

Result under test: a metal with zero net magnetization can keep a local
exchange splitting 2*delta = U*m on every site, with an energy well below the
non-magnetic metal; this holds only if a self-consistent local moment exists.

Symbols (hartree atomic units, energies per site):
  D      half-width of the semicircular bare band, t = D/2
  U      on-site repulsion, n electrons per site, m local moment (n_maj-n_min)
  delta  half the local exchange splitting; site levels are -delta, +delta
  x      z - t^2 G, with G the averaged site Green function
  NM, FM, AF  non-magnetic, ferromagnetic, antiferromagnetic states
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

D = 0.1
t = D / 2
U = 0.4
n = 0.6
HARTREE_PER_KELVIN = physical_constants["kelvin-hartree relationship"][0]
EV = physical_constants["Hartree energy in eV"][0]


def cpa_spectrum(delta, points=1500):
    """Energies, widths, and local majority/minority densities of states."""
    b = 2 * delta**2 + t**2
    root = t * np.sqrt(t**2 + 8 * delta**2)

    def edge(u):
        return np.sqrt(u) * (1 + t**2 / (u - delta**2))

    outer = edge((b + root) / 2)
    if delta > t:
        inner = edge((b - root) / 2)
        bands = [(-outer, -inner), (inner, outer)]
    else:
        bands = [(-outer, outer)]
    theta = (np.arange(points) + 0.5) * np.pi / points
    energy = np.concatenate([(a + c) / 2 - (c - a) / 2 * np.cos(theta)
                             for a, c in bands])
    width = np.concatenate([(c - a) / 2 * np.sin(theta) * np.pi / points
                            for a, c in bands])
    companion = np.zeros((energy.size, 3, 3))
    companion[:, 0, 0] = energy
    companion[:, 0, 1] = delta**2 - t**2
    companion[:, 0, 2] = -energy * delta**2
    companion[:, 1, 0] = 1
    companion[:, 2, 1] = 1
    roots = np.linalg.eigvals(companion).astype(complex)
    x = roots[np.arange(energy.size), np.argmax(roots.imag, axis=1)]
    majority = -(1 / (x + delta)).imag / np.pi
    minority = -(1 / (x - delta)).imag / np.pi
    return energy, width, majority, minority


def dlm_state(delta, filling):
    """Band energy, local moment, Fermi energy and total DOS there."""
    energy, width, maj, mino = cpa_spectrum(delta)
    weight = (maj + mino) * width
    total = np.cumsum(weight)
    occ = np.clip((filling - total + weight) / np.maximum(weight, 1e-30), 0, 1)
    fermi = np.interp(filling, total - weight / 2, energy)
    return (np.sum(occ * weight * energy),
            np.sum(occ * (maj - mino) * width),
            fermi, np.interp(fermi, energy, maj + mino))


def fermi_level(f):
    """Fermi energy of the bare band holding f electrons of one spin."""
    if f <= 1e-12:
        return -D

    def excess(e):
        return 0.5 + (e * np.sqrt(D * D - e * e) / D**2
                      + np.arcsin(e / D)) / np.pi - f
    return brentq(excess, -D, D, xtol=1e-15)


def kinetic(f):
    return -2 * (D * D - fermi_level(f)**2)**1.5 / (3 * np.pi * D**2)


def uniform_energy(m, filling, repulsion):
    up, down = (filling + m) / 2, (filling - m) / 2
    return kinetic(up) + kinetic(down) + repulsion * up * down


def best_ferromagnet(filling, repulsion):
    moments = np.linspace(0, filling, 401)
    values = [uniform_energy(m, filling, repulsion) for m in moments]
    k = int(np.argmin(values))
    return moments[k], values[k]


def af_band_energy(delta, filling):
    top = fermi_level(filling / 2)
    return -2 * quad(lambda e: 2 * np.sqrt(D * D - e * e) / (np.pi * D**2)
                     * np.sqrt(e * e + delta**2), -D, top)[0]


# ---------- zero-temperature states ----------
constant = U * n**2 / 4
delta = brentq(lambda d: U * dlm_state(d, n)[1] / 2 - d, 0.1 * D, U * n / 2)
band_dlm, m_dlm, ef_dlm, dos_dlm = dlm_state(delta, n)
E_dlm = band_dlm + delta**2 / U + constant
E_nm = uniform_energy(0, n, U)
m_fm, E_fm = best_ferromagnet(n, U)
af = minimize_scalar(lambda d: af_band_energy(d, n) + d * d / U + constant,
                     bounds=(0, U * n / 2), method="bounded",
                     options={"xatol": 1e-7})
E_af = af.fun
assert E_fm < E_dlm < E_af < E_nm
assert abs(m_fm - n) < 1e-12

# derivative of the band energy equals minus the local moment
h = 0.01 * D
slope = (dlm_state(0.9 * D + h, n)[0] - dlm_state(0.9 * D - h, n)[0]) / (2 * h)
assert abs(slope + dlm_state(0.9 * D, n)[1]) < 1e-3

# moments of the spectra: norm, local centroids, averaged variance
energy, width, maj, mino = cpa_spectrum(delta)
assert abs(np.sum(maj * width) - 1) < 1e-4
centroid_maj = np.sum(maj * width * energy)
centroid_min = np.sum(mino * width * energy)
assert abs(centroid_min - centroid_maj - 2 * delta) < 1e-4 * D
variance = np.sum((maj + mino) / 2 * width * energy**2)
assert abs(variance / (t**2 + delta**2) - 1) < 1e-3

# density at the band centre by direct iteration of the CPA condition
for ratio in (0.6, 1.2):
    d, z, G = ratio * t, 1e-9j, -1j / D
    for _ in range(500):
        x = z - t**2 * G
        G = 0.5 / (x + d) + 0.5 / (x - d)
    expected = np.sqrt(max(t**2 - d**2, 0)) / (np.pi * t**2)
    assert abs(-G.imag / np.pi - expected) < 1e-4 / D

# ---------- explicit disordered sample, both spins diagonalized ----------
N = 1400
rng = np.random.default_rng(7)
R = rng.normal(size=(N, N))
hopping = (R + R.T) * t / np.sqrt(2 * N)
sign = np.repeat([1.0, -1.0], N // 2)
e_up, v_up = np.linalg.eigh(hopping - np.diag(delta * sign))
e_dn, v_dn = np.linalg.eigh(hopping + np.diag(delta * sign))
electrons = int(round(n * N))
merged = np.sort(np.concatenate([e_up, e_dn]))
cut = (merged[electrons - 1] + merged[electrons]) / 2
n_up = np.sum(v_up[:, e_up < cut]**2, axis=1)
n_dn = np.sum(v_dn[:, e_dn < cut]**2, axis=1)
hop_energy = (e_up[e_up < cut].sum() + e_dn[e_dn < cut].sum()
              + delta * np.sum(sign * (n_up - n_dn)))
sample_dlm = (hop_energy + U * np.sum(n_up * n_dn)) / N
sample_m = np.mean(sign * (n_up - n_dn))
sample_net = np.mean(n_up - n_dn)
e_0, v_0 = np.linalg.eigh(hopping)
half = electrons // 2
n_0 = np.sum(v_0[:, :half]**2, axis=1)
sample_nm = (2 * e_0[:half].sum() + U * np.sum(n_0**2)) / N
sample_fm = e_0[:electrons].sum() / N
assert abs(sample_dlm - E_dlm) < 0.004 * D
assert abs(sample_nm - E_nm) < 0.004 * D
assert abs(sample_fm - E_fm) < 0.004 * D
assert abs(sample_m - m_dlm) < 0.005
assert abs(sample_net) < 0.005
weight = (maj + mino) * width / 2
counted = np.cumsum(weight) - weight / 2
for levels in (e_up, e_dn):
    fraction = np.searchsorted(levels, energy) / N
    assert np.max(np.abs(fraction - counted)) < 0.006
inner_edge = np.min(energy[energy > 0])
outer_edge = np.max(energy)
assert np.sum(np.abs(merged) < 0.9 * inner_edge) == 0

# antiferromagnet: explicit two-sublattice sample
M = 500
block = rng.normal(size=(M, M)) * t / np.sqrt(M)
H_af = np.block([[-af.x * np.eye(M), block], [block.T, af.x * np.eye(M)]])
levels_af = np.linalg.eigvalsh(H_af)
sample_af = 2 * levels_af[:int(round(n * M))].sum() / (2 * M)
assert abs(sample_af - af_band_energy(af.x, n)) < 0.004 * D


# ---------- thresholds and a counterexample ----------
def thresholds(filling):
    s = np.sqrt(D**2 - fermi_level(filling / 2)**2)
    return np.pi * D**2 / (2 * s), 3 * np.pi * D**4 / (8 * s**3)


n_weak, U_weak = 0.3, 0.208
for filling in (n, n_weak):
    U_uniform, U_random = thresholds(filling)
    f, df = filling / 2, 1e-3
    curvature = (kinetic(f + df) + kinetic(f - df) - 2 * kinetic(f)) / df**2
    assert abs(curvature / U_uniform - 1) < 1e-3
    small = 0.02 * D
    numeric = 2 * small / dlm_state(small, filling)[1]
    assert abs(numeric / U_random - 1) < 0.01
U_uniform_weak, U_random_weak = thresholds(n_weak)
U_uniform_main, U_random_main = thresholds(n)
n_border = 2 * quad(lambda e: 2 * np.sqrt(D * D - e * e) / (np.pi * D**2),
                    -D, -D / 2)[0]
equal_pair = thresholds(n_border)
assert abs(equal_pair[0] / equal_pair[1] - 1) < 1e-6
m_weak, E_fm_weak = best_ferromagnet(n_weak, U_weak)
gain_weak = uniform_energy(0, n_weak, U_weak) - E_fm_weak
assert m_weak > 0.05 and gain_weak > 0
trial = np.linspace(0.01 * D, U_weak * n_weak / 2, 30)
feedback = max(U_weak * dlm_state(d, n_weak)[1] / (2 * d) for d in trial)
assert feedback < 1


# ---------- temperature, with electronic entropy ----------
bare_e, bare_w, bare_rho, _ = cpa_spectrum(0.0)


def chemical_potential(levels, weights, kT):
    return brentq(lambda mu: np.sum(weights * expit((mu - levels) / kT)) - n,
                  levels.min() - 40 * kT, levels.max() + 40 * kT)


def free_energy(d, kT, disordered):
    if disordered:
        levels, w, a, b = cpa_spectrum(d, 800)
        weights = (a + b) * w
    else:
        levels = np.concatenate([bare_e - d, bare_e + d])
        weights = np.tile(bare_rho * bare_w, 2)
    mu = chemical_potential(levels, weights, kT)
    grand = -kT * np.sum(weights * np.logaddexp(0, (mu - levels) / kT))
    entropy_term = kT * np.log(2) if disordered else 0.0
    return grand + mu * n + d * d / U + constant - entropy_term


def optimum(kT, disordered):
    res = minimize_scalar(lambda d: free_energy(d, kT, disordered),
                          bounds=(0, 0.55 * U * n), method="bounded",
                          options={"xatol": 1e-7})
    return res.x, res.fun


kT_star = (E_dlm - E_fm) / np.log(2)
assert optimum(kT_star / 2, False)[1] < optimum(kT_star / 2, True)[1]
kT_hot = 2 * kT_star
d_hot, F_dlm_hot = optimum(kT_hot, True)
_, F_fm_hot = optimum(kT_hot, False)
F_nm_hot = free_energy(0.0, kT_hot, False)
m_hot = 2 * d_hot / U
assert F_dlm_hot < F_fm_hot < F_nm_hot
assert m_hot > 0.8 * m_dlm


def stoner_excess(kT):
    mu = chemical_potential(bare_e, 2 * bare_rho * bare_w, kT)
    f = expit((mu - bare_e) / kT)
    return U * np.sum(bare_rho * bare_w * f * (1 - f)) / kT - 1


kT_stoner = brentq(stoner_excess, 0.05 * D, 2 * D)
assert optimum(0.95 * kT_stoner, False)[0] > 0.1 * D
assert optimum(1.05 * kT_stoner, False)[0] < 0.02 * D

# ---------- printed results ----------
ef_nm = fermi_level(n / 2)
dos_nm = 4 * np.sqrt(D**2 - ef_nm**2) / (np.pi * D**2)


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("half-width D", D, 3, "hartree")
show("repulsion U", U, 3, "hartree")
show("electrons per site n", n, 2)
show("E non-magnetic", E_nm, 5, "hartree")
show("E antiferromagnet", E_af, 5, "hartree")
show("E disordered moments", E_dlm, 5, "hartree")
show("E ferromagnet", E_fm, 5, "hartree")
show("E_NM - E_DLM", E_nm - E_dlm, 5, "hartree")
show("E_NM - E_DLM", (E_nm - E_dlm) * EV, 3, "eV")
show("E_DLM - E_FM", E_dlm - E_fm, 5, "hartree")
show("E_DLM - E_FM", (E_dlm - E_fm) * EV, 3, "eV")
show("FM moment", m_fm, 4, "mu_B (spin)")
show("DLM local moment", m_dlm, 4, "mu_B (spin)")
show("DLM half-splitting delta", delta, 5, "hartree")
show("DLM local splitting 2 delta", 2 * delta, 5, "hartree")
show("DLM local splitting 2 delta", 2 * delta * EV, 2, "eV")
show("FM splitting U m", U * m_fm, 5, "hartree")
show("majority electrons per site", (n + m_dlm) / 2, 4)
show("minority electrons per site", (n - m_dlm) / 2, 4)
show("DLM inner band edge (+/-)", inner_edge, 4, "hartree")
show("DLM outer band edge (+/-)", outer_edge, 4, "hartree")
show("rms width, NM spectrum", t, 4, "hartree")
show("rms width, DLM spectrum", np.sqrt(variance), 4, "hartree")
show("Fermi energy NM", ef_nm, 4, "hartree")
show("Fermi energy DLM", ef_dlm, 4, "hartree")
show("total DOS at E_F, NM", dos_nm, 2, "per hartree")
show("total DOS at E_F, DLM", dos_dlm, 2, "per hartree")
print(f"sample sites: {N}")
show("sample E non-magnetic", sample_nm, 5, "hartree")
show("sample E disordered", sample_dlm, 5, "hartree")
show("sample E ferromagnet", sample_fm, 5, "hartree")
show("sample local moment", sample_m, 4, "mu_B (spin)")
show("sample net moment", sample_net, 4, "mu_B (spin)")
show("main case: uniform threshold U", U_uniform_main, 4, "hartree")
show("main case: random threshold U", U_random_main, 4, "hartree")
show("filling where thresholds meet", n_border, 4)
show("weak case: n", n_weak, 2)
show("weak case: U", U_weak, 4, "hartree")
show("weak case: uniform threshold U", U_uniform_weak, 4, "hartree")
show("weak case: random threshold U", U_random_weak, 4, "hartree")
show("weak case: FM moment", m_weak, 3, "mu_B (spin)")
show("weak case: FM energy gain", gain_weak, 6, "hartree")
show("weak case: largest U m/(2 delta)", feedback, 3)
show("k_B T*", kT_star, 5, "hartree")
show("T*", kT_star / HARTREE_PER_KELVIN, 0, "K")
show("2 T*", kT_hot / HARTREE_PER_KELVIN, 0, "K")
show("DLM moment at 2 T*", m_hot, 4, "mu_B (spin)")
show("F disordered at 2 T*", F_dlm_hot, 5, "hartree")
show("F ferromagnet at 2 T*", F_fm_hot, 5, "hartree")
show("F non-magnetic at 2 T*", F_nm_hot, 5, "hartree")
show("k_B T Stoner", kT_stoner, 4, "hartree")
show("T Stoner", kT_stoner / HARTREE_PER_KELVIN, 0, "K")
print("no test failed")
```

Printed output:

```
half-width D: 0.100 hartree
repulsion U: 0.400 hartree
electrons per site n: 0.60
E non-magnetic: -0.00010 hartree
E antiferromagnet: -0.00964 hartree
E disordered moments: -0.01747 hartree
E ferromagnet: -0.02043 hartree
E_NM - E_DLM: 0.01737 hartree
E_NM - E_DLM: 0.473 eV
E_DLM - E_FM: 0.00296 hartree
E_DLM - E_FM: 0.081 eV
FM moment: 0.6000 mu_B (spin)
DLM local moment: 0.5747 mu_B (spin)
DLM half-splitting delta: 0.11494 hartree
DLM local splitting 2 delta: 0.22988 hartree
DLM local splitting 2 delta: 6.26 eV
FM splitting U m: 0.24000 hartree
majority electrons per site: 0.5874
minority electrons per site: 0.0126
DLM inner band edge (+/-): 0.0507 hartree
DLM outer band edge (+/-): 0.1904 hartree
rms width, NM spectrum: 0.0500 hartree
rms width, DLM spectrum: 0.1253 hartree
Fermi energy NM: -0.0320 hartree
Fermi energy DLM: -0.1093 hartree
total DOS at E_F, NM: 12.06 per hartree
total DOS at E_F, DLM: 9.00 per hartree
sample sites: 1400
sample E non-magnetic: 0.00000 hartree
sample E disordered: -0.01748 hartree
sample E ferromagnet: -0.02043 hartree
sample local moment: 0.5748 mu_B (spin)
sample net moment: -0.0014 mu_B (spin)
main case: uniform threshold U: 0.1658 hartree
main case: random threshold U: 0.1385 hartree
filling where thresholds meet: 0.3910
weak case: n: 0.30
weak case: U: 0.2080 hartree
weak case: uniform threshold U: 0.1937 hartree
weak case: random threshold U: 0.2209 hartree
weak case: FM moment: 0.257 mu_B (spin)
weak case: FM energy gain: 0.000136 hartree
weak case: largest U m/(2 delta): 0.941
k_B T*: 0.00427 hartree
T*: 1349 K
2 T*: 2699 K
DLM moment at 2 T*: 0.5745 mu_B (spin)
F disordered at 2 T*: -0.02446 hartree
F ferromagnet at 2 T*: -0.02118 hartree
F non-magnetic at 2 T*: -0.00154 hartree
k_B T Stoner: 0.0774 hartree
T Stoner: 24454 K
no test failed
```
